# Counterflow length for a millionfold diffusion barrier in spatial atomic layer deposition

## Problem

In a spatial atomic layer deposition head, a zone filled with precursor vapour is separated from its surroundings by a narrow channel. Inert gas enters the channel at its far end and flows towards the precursor zone, while precursor diffuses up the channel against it.

Put the edge of the precursor zone at \(x=0\), with \(x\) increasing towards the inert inlet. The precursor number density at \(x=0\) is held at \(n_0\). The inert gas moves in the \(-x\) direction with speed \(u=10\) cm/s, and the precursor diffusivity is \(D=0.20\) cm²/s at the operating temperature and pressure.

(a) Find the steady density \(n(x)\) when the feed contains no precursor and none is removed upstream. Calculate the length \(L\) at which the density has fallen by \(S=10^6\).

(b) How much suppression remains at this length if the flow speed drops by 10%?

(c) Suppose instead that a perfect precursor sink lies at the far end. What length makes the flux into the sink a million times smaller than it would be through the same channel without flow?

(d) The inert gas is often injected between two zones and leaves on both sides. For equal speeds \(u\) on the two sides, how does this change the density at the injection plane?

(e) The channel is a gap of height \(h=0.020\) cm between the head and the substrate. Estimate the change in the length from part (a) caused by the parabolic flow profile, and then by a substrate moving at \(V=5.0\) cm/s from the precursor zone towards the inlet.

Treat the precursor as dilute and \(D\) as uniform. In parts (a) to (d) the speed is uniform across the channel. Neglect gas reactions and precursor uptake or release at the channel walls.

## Solution

### (a) Density profile and required length

Count flux as positive along \(+x\). Diffusion contributes \(-D\,dn/dx\). The gas velocity is \(-u\), so the flow contributes \(-un\). The precursor flux is therefore

\[
J=-D\frac{dn}{dx}-un .
\]

In steady state nothing accumulates, and there is no source or loss inside the channel, so \(dJ/dx=0\) and \(J\) is the same at every \(x\). Its value follows from the far end. The feed brings in no precursor and nothing removes precursor there, so the total precursor flux through the inlet is zero. Hence \(J=0\) throughout:

\[
-D\frac{dn}{dx}=un .
\]

The left side is the diffusive flux up the channel, and the right side is the rate at which the flow sweeps precursor back. The precursor molecules still move in both directions, but the two fluxes cancel.

Dividing by \(-Dn\) and integrating from \(0\) to \(x\) gives

\[
\int_{n_0}^{n(x)}\frac{dn'}{n'}=-\frac{u}{D}\int_0^x dx',
\qquad
n(x)=n_0e^{-ux/D}.
\]

The density falls by a factor \(e\) over the decay length \(D/u\), which has the unit (cm²/s)/(cm/s) = cm. Setting \(n(L)=n_0/S\) gives \(e^{uL/D}=S\), so

\[
L=\frac{D}{u}\ln S .
\]

For the given values,

\[
\frac{D}{u}=\frac{0.20}{10}=0.020\ \text{cm},
\qquad
\ln 10^6=13.8155,
\]

\[
L=0.020\times13.8155\ \text{cm}=0.276\ \text{cm}=2.76\ \text{mm}.
\]

This is the answer when "suppression" refers to the precursor density. The inlet must lie at \(x=L\) or farther away, so that the counterflow fills the whole length. A finite-volume solution of the transport equation, which does not assume an exponential profile, also places the millionfold point at 0.276 cm.

The length depends on \(S\) only through its logarithm. Each further factor of ten in suppression costs \((D/u)\ln10\approx0.046\) cm. As \(u\to0\) the required length diverges: with no flow and no loss, the steady precursor density becomes uniform, however long the channel is.

### (b) Sensitivity to the flow speed

At fixed length the suppression is \(e^{uL/D}\), so a change of speed acts in the exponent. With \(D\) and \(L\) unchanged and the speed reduced to \(0.9u\),

\[
S'=e^{0.9uL/D}=S^{0.9}=2.5\times10^5 .
\]

The density at \(L\) rises by \(S/S'=S^{0.1}\approx4.0\). A 10% loss of speed therefore costs a factor of four in suppression. Restoring the millionfold value at the lower speed would require a channel longer by a factor of \(1/0.9\), an increase of about 11%.

### (c) Flux into a perfect sink

A reactive zone that consumes every arriving precursor molecule imposes \(n(L)=0\). Precursor now passes steadily through the channel, so \(J\) is constant but not zero. The steady equation \(dJ/dx=0\) reads

\[
D\frac{d^2n}{dx^2}+u\frac{dn}{dx}=0,
\]

with general solution

\[
n(x)=A+Be^{-ux/D}.
\]

Inserting this in the flux, the two terms containing \(B\) cancel:

\[
J=-D\left(-\frac{u}{D}\right)Be^{-ux/D}-uA-uBe^{-ux/D}=-uA .
\]

Let \(P=uL/D\). The end conditions are

\[
A+B=n_0,\qquad A+Be^{-P}=0 .
\]

The second gives \(B=-Ae^{P}\). The first then becomes \(A(1-e^P)=n_0\), so

\[
A=-\frac{n_0}{e^P-1},
\qquad
J=\frac{un_0}{e^P-1}.
\]

Without flow the profile is a straight line from \(n_0\) to zero, and the flux is \(J_0=Dn_0/L\). The ratio is

\[
\frac{J}{J_0}=\frac{uL}{D}\,\frac{1}{e^P-1}=\frac{P}{e^P-1}.
\]

For \(P\to0\), \(e^P-1\to P\) and the ratio tends to one, as it must when the flow is negligible. For large \(P\) the ratio is close to \(Pe^{-P}\). The factor \(P\) appears because the no-flow flux used for comparison itself falls as \(1/L\).

The requirement \(P/(e^P-1)=1/S\) can be rearranged as

\[
e^P=1+SP,
\qquad
P=\ln(1+SP).
\]

Here \(SP\gg1\), so \(P\approx\ln S+\ln P\). The numerical root is \(P=16.627\), which satisfies this relation: \(13.816+2.811=16.627\). The length is

\[
L_{\rm sink}=P\frac{D}{u}=16.627\times0.020\ \text{cm}=0.333\ \text{cm}=3.33\ \text{mm}.
\]

This is about 20% longer than the answer to (a). Solving the transport equation numerically at this length, with and without flow, gives a flux ratio of \(1.00\times10^{-6}\). A specification for an inert barrier should therefore say whether its suppression factor refers to density or to flux, and what the flux is compared with.

### (d) Inert gas leaving on both sides

Let the injection plane be at \(x=L\), and let the gas beyond it move in the \(+x\) direction at speed \(u\). Precursor that reaches the plane can now be carried away on the far side, so the zero-flux condition of part (a) no longer holds.

Beyond the plane the steady solution is a constant plus a term proportional to \(e^{+ux/D}\). In a long outlet the growing term must be absent, so the density there is uniform and equal to its value \(n_i\) at the plane. The flux carried away is \(J=un_i\).

Between the precursor zone and the plane, part (c) gave \(J=-uA\). The precursor flux is continuous across the plane because the injected gas contains none, so \(A=-n_i\). The condition at \(x=0\) gives \(B=n_0+n_i\). At the plane,

\[
n_i=-n_i+(n_0+n_i)e^{-P}.
\]

Collecting the terms in \(n_i\) gives \(n_i(2-e^{-P})=n_0e^{-P}\), and multiplying by \(e^P\) gives

\[
\frac{n_i}{n_0}=\frac{1}{2e^P-1}.
\]

For \(P\gg1\) this is half the value \(e^{-P}\) found in part (a). The length of 0.276 cm therefore leaves a margin of about a factor of two in density for this symmetric arrangement, provided the injector is narrow compared with \(D/u\). In a slot of finite width \(b\) the speed passes through zero. If it does so linearly and \(L\) is measured to the slot centre, the density there is larger by the factor \(e^{ub/4D}\), and the margin is used up at \(b\approx0.055\) cm.

### (e) Flow profile and moving substrate

**Parabolic flow.** Let \(s=y/h\) run from 0 at the substrate to 1 at the head. For fully developed laminar flow driven by pressure between stationary walls, the local counterflow speed is

\[
w(s)=6us(1-s),
\]

whose mean is \(u\), since \(\int_0^1s(1-s)\,ds=1/6\). The steady transport equation is now

\[
D\left(\frac{\partial^2n}{\partial x^2}+\frac{\partial^2n}{\partial y^2}\right)+w\frac{\partial n}{\partial x}=0 .
\]

Look for a decaying solution \(n=e^{-kx}f(y)\). The walls pass no precursor, so \(df/dy=0\) on both. Substitution gives

\[
D\frac{d^2f}{dy^2}=k(w-Dk)f .
\]

Averaging over the gap removes the left side, because \(df/dy\) vanishes at both walls. Normalize the mean of \(f\) to one and write \(f=1+g\), where \(g\) has zero mean. With angle brackets for the average over the gap,

\[
Dk=\langle wf\rangle=u+\langle(w-u)g\rangle .
\]

In a narrow gap \(g\) is small. To leading order, \(f\) on the right side of the equation for \(f\) may be replaced by 1 and \(Dk\) by \(u\):

\[
\frac{d^2g}{ds^2}=\frac{kuh^2}{D}\,(6s-6s^2-1).
\]

Write \(g=(kuh^2/D)\,G(s)\). One integration, with \(G'(0)=0\), gives

\[
G'=3s^2-2s^3-s,
\]

which also vanishes at \(s=1\), as required. Since \(w-u=uG''\), integration by parts gives

\[
\langle(w-u)g\rangle=\frac{ku^2h^2}{D}\int_0^1G''G\,ds
=-\frac{ku^2h^2}{D}\int_0^1(G')^2ds .
\]

The remaining integral is

\[
\int_0^1(s^2-6s^3+13s^4-12s^5+4s^6)\,ds
=\frac13-\frac32+\frac{13}{5}-2+\frac47=\frac1{210}.
\]

Thus \(Dk=u-ku^2h^2/(210D)\). Collecting the terms in \(k\),

\[
k=\frac{u}{D}\,\frac{1}{1+\dfrac{1}{210}\left(\dfrac{uh}{D}\right)^2}.
\]

The decay is slower than in uniform flow. The counterflow is weak near the walls, where precursor can advance farther, and diffusion across the gap nearly evens out the difference.

For this gap \(uh/D=10\times0.020/0.20=1.0\), so the length increases by the fraction \(1/210\), or 0.48%. A numerical solution of the cross-gap equation gives 0.278 cm, also an increase of 0.48% over part (a). The uniform-flow result is adequate here. The correction grows as \(h^2\) at fixed \(u\) and \(D\), and the formula applies while it remains small.

**Moving substrate.** The gas next to the substrate moves with it. If the pressure-driven part of the flow is held fixed, the drag adds a linear velocity profile \(V(1-s)\) in the \(+x\) direction. The counterflow speed becomes

\[
w(s)=6us(1-s)-V(1-s),
\qquad
\langle w\rangle=u-\frac V2 .
\]

Neglecting the small effect of variation across the gap, the net mean speed replaces \(u\) in the result of part (a):

\[
L_V\approx\frac{D\ln S}{u-V/2}
=\frac{0.20\times13.8155}{7.5}\ \text{cm}=0.368\ \text{cm}.
\]

The numerical solution with the full profile gives 0.371 cm, or 3.71 mm, which is 34% longer than the answer to part (a).

The estimate diverges as \(V\) approaches \(2u=20\) cm/s. Above that speed the net gas flow runs from the precursor zone towards the inlet, and the barrier is lost. This limit applies at a fixed pressure-driven flow. If the supply is adjusted to keep the net mean speed at 10 cm/s, the reduction of the mean does not occur, but the stronger variation of speed across the gap still lengthens the channel, to 0.279 cm at \(V=5\) cm/s and 0.292 cm at \(V=20\) cm/s.

### Comparison with a real deposition head

The gap and pressure of the example resemble those of close-proximity heads working near atmospheric pressure, for which a gap of 0.01 to 0.02 cm is a rough typical value. The gas speed is at the low end: one standard litre per minute through a 5 cm slot, leaving on both sides of this gap at 450 K, moves at about 140 cm/s, where \(uh/D\approx14\) and the narrow-gap formula of part (e) no longer applies. The chosen conditions are 450 K and 760 Torr. A hard-sphere estimate then gives a mean free path of about \(1.0\times10^{-5}\) cm, or \(5\times10^{-4}\) of the gap, so ordinary gas diffusion is the appropriate description. The diffusivity must be chosen for each reactant, however. Water vapour in nitrogen diffuses more than twice as fast as assumed here under these conditions, and at the same flow speed the length in part (a) grows in proportion to \(D\). The substrate speed of 5 cm/s is modest: fast coating can require tens of cm/s, and a pressure-driven counterflow of 10 cm/s would then be too slow. At the speeds of this example, substrate drag lengthens the channel far more than the parabolic flow profile does. The order reverses in faster gas: at \(u=100\) cm/s with the same \(D\), \(h\) and \(V\), the parabolic profile adds about 40% and the drag about 5%.

A moderate temperature rise changes the required length less than substrate drag does. Suppose the gas becomes 50 K hotter at fixed mass flow and pressure. Then \(u\) grows as \(T\), while \(D\) grows roughly as \(T^{1.75}\), an empirical law. The length therefore scales as \(T^{0.75}\) and rises by 8%, to 0.299 cm. If the channel keeps its original length, the ratio \(n(L)/n_0\) at the far end rises nearly threefold, because the change acts in the exponent. The model also omits precursor that travels on the substrate surface and is released later. That source bypasses the gas barrier, so lengthening the counterflow by the formulas above does not guarantee its removal.

The numerical output below lists the inputs and the main results.

## Values computed for the example and the checks

```
INPUTS
counterflow speed u = 10.0 cm/s
diffusivity D = 0.20 cm2/s
suppression factor S = 1e+06 (no unit)
gap height h = 0.020 cm
substrate speed V = 5.0 cm/s
gas temperature = 450 K
gas pressure = 760 Torr
MAIN RESULT
decay length D/u = 0.0200 cm
ln S = 13.8155 (no unit)
required length L = 0.2763 cm
required length L = 2.76 mm
L from numerical transport = 0.2763 cm
suppression at 0.9 u, same L = 2.51e+05 (no unit)
loss factor at 0.9 u = 3.98 (no unit)
SECOND READING: FLUX INTO A SINK
required uL/D = 16.627 (no unit)
required length = 0.3325 cm
required length = 3.33 mm
numerical flux ratio = 9.999e-07 (no unit)
NEGLECTED EFFECTS
gap Peclet number uh/D = 1.00 (no unit)
L with parabolic flow = 0.2776 cm
increase from parabolic flow = 0.48 %
net mean speed with drag = 7.50 cm/s
L with drag, mean-speed estimate = 0.3684 cm
L with drag, full profile = 0.3710 cm
increase from drag = 34.3 %
substrate speed at barrier failure = 20.0 cm/s
temperature rise considered = 50 K
L after temperature rise = 0.2990 cm
increase from temperature rise = 8.2 %
mean free path = 1.01e-05 cm
mean free path / gap = 5.0e-04 (no unit)
```
